# Proton NMR pattern of a rapidly exchanging tetrahydroborate ligand

## The problem

Zirconium tetrakis(tetrahydroborate), Zr(BH₄)₄, is a volatile precursor for zirconium diboride films. Each BH₄ ligand is held to the metal by three bridging hydrogens, and its fourth hydrogen is terminal. In solution the bridging and terminal hydrogens of a ligand exchange places rapidly, without leaving their boron atom.

Take a spectrometer with a proton frequency of 400 MHz and the following model values:

- chemical shifts of 5.0 ppm (terminal) and 0.0 ppm (bridging);
- boron-11 to proton couplings \(J_t=150\) Hz (terminal) and \(J_b=70\) Hz (bridging);
- proton-proton couplings of 12 Hz (terminal-bridging) and 5 Hz (bridging-bridging).

Boron-11 has spin \(S=3/2\), and its quadrupolar relaxation is slow. What does the proton signal look like: how many lines, where, and with what relative areas?

## A tempting solution

Exchange carries each proton between positions with different couplings to boron, so the boron coupling is washed out. The four protons have become alike, and each has three proton neighbours. Of the six proton pairs, three are terminal-bridging and three are bridging-bridging, so the mean coupling is

\[
\frac{3(12)+3(5)}{6}=8.5\ \text{Hz}.
\]

Three equivalent spin-1/2 neighbours give four lines with areas 1:3:3:1. The predicted signal is therefore a 1:3:3:1 quartet with a spacing of 8.5 Hz.

## Where it fails

The number of lines is right, but both reasons are wrong.

First, fast exchange replaces a coupling by its average. The average vanishes if the proton keeps meeting different borons in random spin states. Here it stays with one boron, whose spin state persists, and the coupling moves between 150 and 70 Hz. The average of these is not zero.

Second, the coupling among protons that share one shift and one coupling to boron does not split their signal. The rule of counting neighbours applies to neighbours that can be told apart from the observed proton by their frequencies.

Both statements follow from the spin Hamiltonian.

## The averaged Hamiltonian

Let \(\mathbf I_i\) be the spin of proton \(i\) and \(\mathbf S\) that of boron, both in units of \(\hbar\). With the \(z\) axis chosen antiparallel to the field, a nucleus of positive magnetic moment has Zeeman energy \(+h\nu I_z\). For one fixed arrangement of the ligand,

\[
\frac{H}{h}=\sum_i\nu_i I_{iz}+\nu_{\rm B}S_z+\sum_i J_i\,\mathbf I_i\cdot\mathbf S+\sum_{i<j}J_{ij}\,\mathbf I_i\cdot\mathbf I_j .
\]

Proton frequencies \(\nu_i\) are counted from the 0 ppm reference; the common large part matters below, where proton and boron frequencies are compared.

When exchange is much faster than the frequency differences it removes, the spins follow the average of \(H\) over the arrangements. Each proton is terminal for one quarter of the time, so all four acquire the same values:

\[
\bar\nu=\frac{\nu_t+3\nu_b}{4},\qquad \bar J=\frac{J_t+3J_b}{4}.
\]

For the given values,

\[
\bar\nu=\frac{5.0+0}{4}=1.25\ \text{ppm}=500\ \text{Hz},\qquad
\bar J=\frac{150+3(70)}{4}=90\ \text{Hz}.
\]

**The boron coupling.** Write

\[
\mathbf I_i\cdot\mathbf S=I_{iz}S_z+\tfrac12\left(I_{i+}S_-+I_{i-}S_+\right).
\]

The last two terms exchange a unit of angular momentum between proton and boron. The states they connect differ in energy by about \(h(\nu_{\rm H}-\nu_{\rm B})\). With a boron-to-proton frequency ratio of 0.3208, this gap is \(400(1-0.3208)\approx272\) MHz. Second-order shifts are of order \(\bar J^2/(\nu_{\rm H}-\nu_{\rm B})\approx3\times10^{-5}\) Hz. Diagonalizing the averaged five-spin Hamiltonian with these terms kept moves the intensity-weighted centre of a line by at most \(5\times10^{-5}\) Hz and any single transition by at most \(9\times10^{-5}\) Hz, so they can be dropped.

With \(F_z=\sum_i I_{iz}\), what remains is

\[
\frac{\bar H}{h}=F_z(\bar\nu+\bar J S_z)+\nu_{\rm B}S_z+\frac{H_{\rm HH}}{h},\qquad
\frac{H_{\rm HH}}{h}=\bar J_{\rm HH}\sum_{i<j}\mathbf I_i\cdot\mathbf I_j .
\]

**The proton-proton coupling.** The receiver detects the total transverse proton spin, represented by \(F_+=\sum_i I_{i+}\). Use \([I_z,I_+]=I_+\) and \([I_-,I_+]=-2I_z\) for one pair. The part \(I_{iz}I_{jz}\) gives

\[
[I_{iz}I_{jz},\,I_{i+}+I_{j+}]=I_{i+}I_{jz}+I_{iz}I_{j+}.
\]

The remaining part gives

\[
\tfrac12[I_{i+}I_{j-}+I_{i-}I_{j+},\,I_{i+}+I_{j+}]
=\tfrac12I_{i+}(-2I_{jz})+\tfrac12(-2I_{iz})I_{j+}
=-I_{i+}I_{jz}-I_{iz}I_{j+}.
\]

The two results cancel. The other protons' operators commute with this pair, so \([H_{\rm HH},F_+]=0\). The same cancellation holds for \(F_z\), because a scalar product is unchanged when both spins are rotated together. Hence \(H_{\rm HH}\) commutes with the rest of \(\bar H\) as well, and its factors drop out of \(e^{i\bar Ht/\hbar}F_+e^{-i\bar Ht/\hbar}\). The 8.5 Hz coupling exists but leaves no trace in the signal.

## The four lines

Since \([F_z,F_+]=F_+\), the remaining commutator is

\[
\left[\frac{\bar H}{h},F_+\right]=(\bar\nu+\bar J S_z)F_+ .
\]

\(S_z\) is conserved and takes the values \(m=-\tfrac32,-\tfrac12,+\tfrac12,+\tfrac32\). In a molecule whose boron is in state \(m\), all four protons therefore precess at

\[
\boxed{\nu_m=\bar\nu+m\bar J}
\]

The boron Zeeman splitting is far smaller than \(k_{\rm B}T\), so the four states are equally populated to a very good approximation. Each contributes one quarter of the area:

| \(m\) | Position (Hz) | Position (ppm) | Relative area |
|---|---:|---:|---:|
| −3/2 | 365 | 0.9125 | 1 |
| −1/2 | 455 | 1.1375 | 1 |
| +1/2 | 545 | 1.3625 | 1 |
| +3/2 | 635 | 1.5875 | 1 |

The boron-11 ligand gives a 1:1:1:1 quartet with a spacing of 90 Hz, centred at 1.25 ppm. Diagonalization of the averaged five-spin Hamiltonian, with the proton-proton couplings included, gives the same four positions and an area of 0.2500 for each.

The areas show how this differs from the tempting answer. Three spin-1/2 neighbours have eight joint states, and their total \(m\) takes its four values in 1, 3, 3 and 1 ways. A single spin 3/2 has four states, one for each value. If \(\bar J\) were negative, the labels \(m\) would run the other way and the pattern would look the same.

## How fast the exchange must be

Let a terminal proton leave its position at rate \(k\). Balance between one terminal and three bridging positions requires each bridging proton to become terminal at rate \(k/3\). For a fixed boron state \(m\), let \(M_t\) and \(M_b\) be the transverse magnetizations of the terminal position and of the three bridging positions together. The proton-proton coupling is left out here; it is restored in the numerical comparison below. Then

\[
\dot M_t=i\omega_tM_t-kM_t+\tfrac{k}{3}M_b,\qquad
\dot M_b=i\omega_bM_b+kM_t-\tfrac{k}{3}M_b .
\]

The frequency difference includes the difference in boron coupling:

\[
\delta=\omega_t-\omega_b=2\pi\left[(\nu_t-\nu_b)+m(J_t-J_b)\right].
\]

Define the total \(M=M_t+M_b\) and the departure from balance \(D=M_t-M/4\), so that \(M_t=M/4+D\) and \(M_b=3M/4-D\). The mean frequency is \(\bar\omega=(\omega_t+3\omega_b)/4\), which gives \(\omega_t=\bar\omega+3\delta/4\) and \(\omega_b=\bar\omega-\delta/4\). Adding the two equations cancels the exchange terms. In a frame rotating at \(\bar\omega\),

\[
\dot M=i\tfrac{3\delta}{4}\left(\tfrac M4+D\right)-i\tfrac{\delta}{4}\left(\tfrac{3M}{4}-D\right)=i\delta D .
\]

For \(D\), the exchange terms in \(\dot M_t\) combine to

\[
-k\left(\tfrac M4+D\right)+\tfrac k3\left(\tfrac{3M}4-D\right)=-\tfrac{4k}{3}D\equiv-k_{\rm ex}D .
\]

Subtracting \(\dot M/4=i\delta D/4\) from \(\dot M_t\) gives

\[
\dot D=i\tfrac{3\delta}{16}M+\left(\tfrac{i\delta}{2}-k_{\rm ex}\right)D .
\]

If \(|\delta|\ll k_{\rm ex}\), \(D\) quickly settles to \(3i\delta M/(16k_{\rm ex})\). Substitution in \(\dot M=i\delta D\) yields \(\dot M=-RM\) with \(R=3\delta^2/(16k_{\rm ex})\). A decay rate \(R\) gives a Lorentzian of full width \(R/\pi\) at half height, so

\[
w_{\rm ex}(m)=\frac{3\pi}{4}\,\frac{\left[(\nu_t-\nu_b)+m(J_t-J_b)\right]^2}{k_{\rm ex}} .
\]

To size this width, take \(k=(k_{\rm B}T/h)\,e^{-E/k_{\rm B}T}\) with a model barrier \(E=0.25\) eV. At 298.15 K, \(k=3.69\times10^8\ \text{s}^{-1}\) and \(k_{\rm ex}=4k/3=4.92\times10^8\ \text{s}^{-1}\). For \(m=+3/2\) the frequency difference is \(2000+1.5(80)=2120\) Hz, and

\[
w_{\rm ex}=\frac{3\pi}{4}\,\frac{(2120)^2}{4.92\times10^8}\approx0.02\ \text{Hz}.
\]

At 200 K, \(k\) falls to \(2.09\times10^6\ \text{s}^{-1}\), and the widths run from 3.0 Hz for \(m=-3/2\) to 3.8 Hz for \(m=+3/2\). The lines keep equal areas, but the broader ones are lower. Areas, not heights, should therefore be compared. A density-matrix calculation for four protons with explicit position swaps and the 12 and 5 Hz couplings agrees with the width formula to within 0.5% at both temperatures.

Without exchange, the terminal proton would give a separate signal near 5 ppm with one quarter of the total area, as diagonalization for a fixed arrangement confirms.

## How slow the boron relaxation must be

A boron nucleus with spin 3/2 has an electric quadrupole moment. As the molecule tumbles, the changing electric field gradient makes the boron jump between its states \(m\). The quartet needs these jumps to be slow.

Assume an axial field gradient along a molecular direction \(\mathbf n\), a quadrupole coupling \(\chi\) in Hz, and tumbling with correlation time \(\tau\) so short that \(2\pi\nu_{\rm B}\tau\ll1\). In angular-frequency units the interaction for \(S=3/2\) is

\[
H_Q=A\left(3S_n^2-\tfrac{15}{4}\right),\qquad A=\frac{2\pi\chi}{4S(2S-1)}=\frac{\pi\chi}{6}.
\]

Second-order perturbation theory gives the jump rate \(W_{mm'}=2\tau\langle|(H_Q)_{mm'}|^2\rangle\), averaged over orientations. With \(S_n=cS_z+sS_x\), where \(c=\cos\theta\) and \(s=\sin\theta\),

\[
S_n^2=c^2S_z^2+s^2S_x^2+sc\,(S_zS_x+S_xS_z).
\]

The azimuth of \(\mathbf n\) changes the phases of the off-diagonal elements but not their magnitudes. From \(m=3/2\), two elements are nonzero:

\[
\left|(H_Q)_{3/2,\,1/2}\right|=3A\,|sc|\left(\tfrac32+\tfrac12\right)\tfrac{\sqrt3}{2}=3\sqrt3\,A|sc|,
\qquad
\left|(H_Q)_{3/2,\,-1/2}\right|=3A\,s^2\,\tfrac{\sqrt3}{2}.
\]

Over the sphere \(\langle c^2\rangle=1/3\) and \(\langle c^4\rangle=1/5\). Hence \(\langle s^2c^2\rangle=1/3-1/5=2/15\) and \(\langle s^4\rangle=1-2/3+1/5=8/15\). The mean squares are

\[
27A^2\cdot\tfrac{2}{15}=\tfrac{18}{5}A^2,\qquad \tfrac{27}{4}A^2\cdot\tfrac{8}{15}=\tfrac{18}{5}A^2 .
\]

They are equal. Jumps between \(+\tfrac12\) and \(-\tfrac12\) are absent: \(S_zS_x+S_xS_z\) brings the factor \(\tfrac12-\tfrac12=0\), and \(S_x^2\) changes \(m\) by 0 or ±2. Jumps between \(+\tfrac32\) and \(-\tfrac32\) would need a change of 3. The other rates follow by reversing all signs of \(m\) and from \(W_{mm'}=W_{m'm}\), which holds because \(H_Q\) is Hermitian. Thus each state jumps to two others, \(+m'\) and \(-m'\), each at the rate

\[
W=2\tau\cdot\frac{18}{5}\cdot\frac{\pi^2\chi^2}{36}=\frac{\pi^2}{5}\chi^2\tau .
\]

The mean \(m\) after a jump is zero, so \(\langle S_z\rangle\) decays at the total leaving rate:

\[
\frac1{T_1}=2W=\frac{2\pi^2}{5}\chi^2\tau .
\]

Let \(M_m\) now be the proton magnetization belonging to boron state \(m\), in a frame rotating at \(2\pi\bar\nu\). It obeys

\[
\dot M_m=2\pi i m\bar J M_m-\frac{M_m}{T_1}+\frac1{2T_1}\sum_{m'\ne\pm m}M_{m'} .
\]

**Slow relaxation, \(2\pi\bar JT_1\gg1\).** Magnetization arriving from other states has the wrong frequency and averages out. Every line gains the same width, \(1/(\pi T_1)\). For \(\chi=0.30\) MHz and \(\tau=10\) ps,

\[
\frac1{T_1}=\frac{2\pi^2}{5}(3.0\times10^5)^2(10^{-11})\approx3.55\ \text{s}^{-1},
\]

so \(T_1=0.28\) s and the width is 1.1 Hz. Here \(2\pi\bar JT_1\approx159\), and \(2\pi\nu_{\rm B}\tau=0.008\) justifies the short-\(\tau\) assumption.

**Fast relaxation, \(2\pi\bar JT_1\ll1\).** The four parts stay nearly equal. Put \(M_m=M/4+am\), where \(M\) is their sum. The jump terms leave \(M/4\) unchanged and damp \(am\) at rate \(1/T_1\). To leading order, balance requires \(2\pi i m\bar JM/4=am/T_1\), or \(a=2\pi i\bar JT_1M/4\). Summing over \(m\), with \(\sum m=0\) and \(\sum m^2=5\),

\[
\dot M=2\pi i\bar J\sum_m m\left(\frac M4+am\right)=10\pi i\bar J\,a=-\frac54(2\pi\bar J)^2T_1M .
\]

One line remains, and it narrows as \(T_1\) shortens.

Between these limits, the computed line shape shows four maxima down to \(2\pi\bar JT_1\approx2.4\). With \(\bar J=90\) Hz this means \(T_1\approx4.2\) ms. At fixed \(\tau\), reaching this \(T_1\) would take a \(\chi\) about 8 times larger. Lengthening \(\tau\) at fixed \(\chi\) cannot be judged with the rate formula above: it would call for \(\tau\approx670\) ps, where \(2\pi\nu_{\rm B}\tau\approx0.5\) and the short-\(\tau\) assumption fails.

The fast-relaxation calculation also covers protons that hop between borons of different molecules. If each hop puts the proton next to a boron in a random state, the hop rate takes the place of \(1/T_1\) in the balance. At \(10^6\) hops per second, the quartet becomes one line 0.13 Hz wide when no other broadening is included. Here the boron coupling really is washed out, as the tempting solution supposed. Fast exchange within the ligand preserves the quartet, whereas fast exchange over ever new borons removes the coupling. Hops confined to the four borons of one molecule are a different case, because the proton keeps meeting the same four spin states: with four boron-11 nuclei the result is 13 lines with spacing \(\bar J/4=22.5\) Hz and areas 1:4:10:20:31:40:44:40:31:20:10:4:1.

## The boron-10 lines

Natural boron is about 80% boron-11 and 20% boron-10, which has spin 3. The quartet is therefore not the whole proton signal. For the same electronic structure, \(J\) is proportional to the magnetogyric ratio of boron. With Larmor ratios to the proton of 0.1074 for boron-10 and 0.3208 for boron-11,

\[
\bar J_{10}=90\times\frac{0.1074}{0.3208}=30.1\ \text{Hz}.
\]

Spin 3 has seven states, so these molecules give seven equal lines at 0, ±30.1, ±60.3 and ±90.4 Hz from the centre, if the small isotope effect on the shift is neglected. Each holds \(20/7=2.9\%\) of the total area, against \(80/4=20\%\) for each boron-11 line. They appear as weak lines between the strong ones. The nearest lie about 15 Hz from a quartet line. With a boron-10 quadrupole moment 2.08 times that of boron-11, the quadrupolar widths of the seven lines in this model range from 1.7 Hz (\(m=\pm3\)) to 2.9 Hz (\(m=\pm2\)); unlike the spin-3/2 lines, they are not all equal.

## The model and the real precursor

The shifts, couplings, barrier, \(\chi\) and \(\tau\) are round model values, not measurements. The value \(\chi=0.30\) MHz places the model well inside the slow-relaxation limit and is probably several times too small for Zr(BH₄)₄: a Hartree-Fock estimate of the field gradient at boron in a small basis gives about 1.35 MHz in magnitude, and one with a triple-zeta basis on the ligand in question (Zr–B 2.32 Å) gives about 1.66 MHz. The estimate is therefore uncertain by at least 0.3 MHz through basis and geometry. The calculation leaves out couplings between ligands and coupling to zirconium-91, a minority isotope with spin. Two assumptions depend on the conditions: cooling slows the exchange, and cooling or a more viscous solvent lengthens \(\tau\), which speeds up boron relaxation while \(\tau\) is short. With \(\tau\) ten times longer and \(\chi\) unchanged, the quadrupolar width rises from 1.1 to 11 Hz. Adding the exchange width at 200 K brings it to about 15 Hz, still well below the 90 Hz spacing, though the boron-10 lines at ±30 and ±60 Hz then merge with the quartet, and only the central one and the outer pair, pulled in to about ±86 Hz, remain as broad, weak maxima. This margin belongs to the small model \(\chi\), since the width grows as \(\chi^2\). With \(\chi=1.35\) MHz, \(1/(\pi T_1)\) is already 23 Hz at \(\tau=10\) ps, and at \(\tau=100\) ps \(2\pi\bar JT_1\approx0.8\), just below the value 0.81 at which the last two maxima merge into one. With \(\chi=1.66\) MHz the same two numbers are 35 Hz and 0.5. If the barrier and \(\tau\) of the real compound are near the model values, cooling can therefore collapse the quartet through boron relaxation while the exchange is still fast.

## Computed results

```
Proton frequency: 400 MHz
Terminal, bridge shift: 5.0, 0.0 ppm
Static shift difference: 2000 Hz
Terminal, bridge J(11B-H): 150, 70 Hz
Trial J(H-H) terminal-bridge, bridge-bridge: 12, 5 Hz
Averaged shift: 1.250 ppm = 500.0 Hz
Averaged J(11B-H): 90.0 Hz
11B line m=-1.5: 365.00 Hz = 0.9125 ppm, area 0.2500
11B line m=-0.5: 455.00 Hz = 1.1375 ppm, area 0.2500
11B line m=+0.5: 545.00 Hz = 1.3625 ppm, area 0.2500
11B line m=+1.5: 635.00 Hz = 1.5875 ppm, area 0.2500
Largest second-order line shift: 5.2e-05 Hz
Terminal signal area without exchange: 0.2500
Boron-11, boron-10 abundance: 0.80, 0.20
Larmor ratio to proton 11B, 10B: 0.3208, 0.1074
Averaged J(10B-H): 30.13 Hz
10B offsets from centre: -90.4, -60.3, -30.1, 0.0, 30.1, 60.3, 90.4 Hz
Share of total area per 11B line: 20.00 %
Share of total area per 10B line: 2.86 %
Exchange barrier: 0.25 eV
Rate k at 298.15 K: 3.693e+08 1/s
Exchange widths at 298.15 K, m=-3/2 to +3/2: 0.0169, 0.0184, 0.0199, 0.0215 Hz
Rate k at 200.00 K: 2.090e+06 1/s
Exchange widths at 200.00 K, m=-3/2 to +3/2: 2.9885, 3.2482, 3.5188, 3.8002 Hz
11B quadrupole coupling: 0.30 MHz
Correlation time: 10 ps
11B Larmor angular frequency times tau: 0.0081
11B T1: 0.2814 s
2*pi*J*T1: 159.2
Quadrupolar width of each 11B line: 1.131 Hz
Same width with tau ten times longer: 11.31 Hz
Quadrupole moment ratio 10B/11B: 2.08
10B T1: 0.4337 s
10B quadrupolar widths, least and greatest: 1.713, 2.936 Hz
Smallest 2*pi*J*T1 with four maxima: 2.38
T1 at that limit: 4.22 ms
Correlation time at that limit: 667 ps
Collapsed-line decay / ((2*pi*J)^2*T1): 1.2500
Interboron hop rate in collapse test: 1.0e+06 1/s
Single-line width in that test: 0.127 Hz
```
